# Linear reflectance change from an ultrathin film on an absorbing substrate, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the field equations to the linear law

**Q:** I am told that a transparent oxide one nanometre thick changes the reflectance of a wafer in proportion to its thickness. I doubt it. The film absorbs nothing, and it is hundreds of times thinner than the wavelength. A small phase delay should affect an intensity only through its square.

**A:** Your argument is sound for a transparent film on a transparent substrate. Whether it survives an absorbing substrate has to be calculated. Let light fall at normal incidence from a lossless ambient of real index $n_a$ onto a film of thickness $d$ and index $n_f$, lying on a substrate of index $n_s$. I write $\varepsilon_a=n_a^2$, $\varepsilon_f=n_f^2$ and $\varepsilon_s=n_s^2$ for the relative permittivities. The media are isotropic, nonmagnetic and flat, and each responds locally to the field. The substrate is so thick that nothing returns from its back face.

**Q:** Fix the signs before you go on. An error there would turn a loss of reflectance into a gain.

**A:** Fields vary in time as $e^{-i\omega t}$. The coordinate $z$ points into the sample, with the film at $0<z<d$. A wave travelling towards larger $z$ is $e^{iknz}$, where $k=2\pi/\lambda$ and $\lambda$ is the vacuum wavelength. It decays if $\operatorname{Im}n>0$, so an absorbing medium has $\operatorname{Im}\varepsilon>0$. I write $\varepsilon_s=\varepsilon_s'+i\varepsilon_s''$.

**Q:** Start from Maxwell's equations, please, and not from a reflection formula.

**A:** Let the electric field be $E(z)$ along $x$ and the magnetic field $H_y(z)$ along $y$. The two curl equations become

$$\frac{dE}{dz}=i\omega\mu_0H_y,\qquad \frac{dH_y}{dz}=i\omega\varepsilon_0\varepsilon E .$$

Define the scaled magnetic field $H=\sqrt{\mu_0/\varepsilon_0}\,H_y$, which has the unit of $E$. Since $\omega\sqrt{\mu_0\varepsilon_0}=k$, both equations take the same prefactor:

$$E'=ikH,\qquad H'=ik\varepsilon E .$$

The prime on a field means $d/dz$. Both $E$ and $H$ are continuous at every interface, because they are tangential to it and there are no surface currents.

**Q:** There are forward and backward waves in the film. Must you follow both?

**A:** Their ratio is enough. Define the admittance $Y=H/E$. It is continuous too, and its derivative is

$$Y'=\frac{H'}{E}-\frac{HE'}{E^2}=ik\varepsilon-ikY^2=ik(\varepsilon-Y^2).$$

In the substrate there is one wave, $E\propto e^{ikn_sz}$. Then $E'=ikn_sE$, and comparison with $E'=ikH$ gives $H=n_sE$. Hence $Y(d)=n_s$. This is finite, so for a thin enough film $E$ has no zero inside it and the division by $E$ is allowed.

**Q:** How does $Y$ give the reflected wave?

**A:** In the ambient, $E=e^{ikn_az}+re^{-ikn_az}$. The backward wave has $H=-n_aE$, by the same comparison with the sign of $n_a$ reversed. At $z=0$, therefore,

$$E=1+r,\qquad H=n_a(1-r),\qquad Y(0)=n_a\frac{1-r}{1+r}.$$

Multiply by $1+r$ and collect the terms in $r$. This gives $r\,(Y(0)+n_a)=n_a-Y(0)$, and so

$$r=\frac{n_a-Y(0)}{n_a+Y(0)} .$$

Without a film $Y(0)=n_s$, and the bare amplitude is $r_0=(n_a-n_s)/(n_a+n_s)$. The reflectances are $R=|r|^2$ and $R_0=|r_0|^2$. I assume $R_0\neq0$, since we shall divide by it.

**Q:** Now put in the film, and keep the second order. I want to see what is thrown away.

**A:** Expand $Y$ about the lower face of the film, with derivatives taken on the film side:

$$Y(0)=Y(d)-d\,Y'(d)+\tfrac12d^2\,Y''(d)+O(d^3).$$

The first derivative is $Y'(d)=ik(\varepsilon_f-\varepsilon_s)$, because $Y(d)^2=n_s^2=\varepsilon_s$. Differentiating $Y'=ik(\varepsilon_f-Y^2)$ once more gives $Y''=-2ikYY'$. At the lower face this is

$$Y''(d)=-2ikn_s\cdot ik(\varepsilon_f-\varepsilon_s)=2k^2n_s(\varepsilon_f-\varepsilon_s).$$

With the abbreviation $D=\varepsilon_f-\varepsilon_s$, the change of surface admittance is

$$\delta=Y(0)-n_s=-ikdD+k^2d^2n_sD+O(d^3).$$

**Q:** The admittance is linear in $d$. I never disputed that. The amplitude may be linear while the intensity is not.

**A:** Correct, so the step to the intensity needs care. The logarithm separates modulus from phase, because $\ln(R/R_0)=2\operatorname{Re}\ln(r/r_0)$. As a function of $Y$,

$$\ln r=\ln(n_a-Y)-\ln(n_a+Y).$$

Its first derivative is

$$-\frac1{n_a-Y}-\frac1{n_a+Y}=-\frac{2n_a}{n_a^2-Y^2}.$$

Its second derivative is $-4n_aY/(n_a^2-Y^2)^2$. At $Y=n_s$ the denominator $n_a^2-Y^2$ becomes $A=\varepsilon_a-\varepsilon_s$. The Taylor series, with its factor $\tfrac12$ in the second term, is

$$\ln\frac r{r_0}=-\frac{2n_a}{A}\,\delta-\frac{2n_an_s}{A^2}\,\delta^2+O(\delta^3).$$

**Q:** Insert $\delta$.

**A:** To second order, $\delta^2=(-ikdD)^2=-k^2d^2D^2$. Therefore

$$\ln\frac r{r_0}=2ikdn_a\frac DA-2k^2d^2n_an_s\frac DA+2k^2d^2n_an_s\frac{D^2}{A^2}+O(d^3).$$

The two quadratic terms share the factor $2k^2d^2n_an_sD/A$, which multiplies $D/A-1$. Since $D-A=\varepsilon_f-\varepsilon_s-\varepsilon_a+\varepsilon_s=\varepsilon_f-\varepsilon_a$, we have

$$\ln\frac r{r_0}=2ikdn_a\frac{\varepsilon_f-\varepsilon_s}{\varepsilon_a-\varepsilon_s}
+2k^2d^2n_an_s\frac{(\varepsilon_f-\varepsilon_s)(\varepsilon_f-\varepsilon_a)}{(\varepsilon_a-\varepsilon_s)^2}+O(d^3).$$

**Q:** The linear term carries an $i$. Does that not make it a pure phase?

**A:** It does if the fraction beside it is real. For a complex number $w$, $\operatorname{Re}(iw)=-\operatorname{Im}w$. Taking twice the real part of the linear term therefore gives $-4kdn_a\operatorname{Im}(D/A)$. To first order $\ln(R/R_0)$ equals $\Delta R/R_0$, where $\Delta R=R-R_0$. With $k=2\pi/\lambda$,

$$\boxed{\frac{\Delta R}{R_0}=-\frac{8\pi n_ad}{\lambda}\operatorname{Im}\frac{\varepsilon_f-\varepsilon_s}{\varepsilon_a-\varepsilon_s}+O(d^2)} .$$

This is the McIntyre–Aspnes formula at normal incidence.

**Q:** I have seen it with a plus sign.

**A:** That is the form for the time factor $e^{+i\omega t}$, in which absorbing media have $\operatorname{Im}\varepsilon<0$. Every permittivity is then replaced by its complex conjugate, and the imaginary part of the fraction changes sign. The prefactor must change sign as well, so that the measurable $\Delta R$ stays the same. Mixing the prefactor of one convention with the permittivities of the other reverses the predicted change.

**Q:** The admittance equation is unfamiliar to me. I would trust a sum over beams bouncing inside the film.

**A:** That sum gives the same linear term. Let

$$r_1=\frac{n_a-n_f}{n_a+n_f},\qquad r_2=\frac{n_f-n_s}{n_f+n_s},\qquad P=e^{2ikn_fd}.$$

The first two are the amplitudes for reflection at the upper and lower interfaces, and $P$ is the factor for one round trip. A beam entering and later leaving the film gains the product of two transmission amplitudes,

$$\frac{2n_a}{n_a+n_f}\cdot\frac{2n_f}{n_a+n_f}=\frac{4n_an_f}{(n_a+n_f)^2}=1-r_1^2 .$$

Seen from inside, the upper interface reflects with amplitude $-r_1$. Each further round trip therefore multiplies the beam by $-r_1r_2P$. Where the series converges, its sum is

$$r=r_1+\frac{(1-r_1^2)r_2P}{1+r_1r_2P}=\frac{r_1+r_2P}{1+r_1r_2P}.$$

**Q:** And its slope at zero thickness?

**A:** By the quotient rule,

$$\frac{dr}{dP}=\frac{r_2(1+r_1r_2P)-r_1r_2(r_1+r_2P)}{(1+r_1r_2P)^2}=\frac{r_2(1-r_1^2)}{(1+r_1r_2P)^2}.$$

At $d=0$ we have $P=1$. The denominator then contains

$$1+r_1r_2=\frac{(n_a+n_f)(n_f+n_s)+(n_a-n_f)(n_f-n_s)}{(n_a+n_f)(n_f+n_s)}=\frac{2n_f(n_a+n_s)}{(n_a+n_f)(n_f+n_s)}.$$

In the numerator the terms $n_an_f$ and $n_fn_s$ appear twice, while $n_an_s$ and $n_f^2$ cancel. To first order $P-1=2ikn_fd$. Multiplying the pieces gives

$$r-r_0=2ikn_fd\cdot\frac{n_f-n_s}{n_f+n_s}\cdot\frac{4n_an_f}{(n_a+n_f)^2}\cdot\frac{(n_a+n_f)^2(n_f+n_s)^2}{4n_f^2(n_a+n_s)^2}.$$

The factors $(n_a+n_f)^2$, $4n_f^2$ and one $n_f+n_s$ cancel, so

$$r-r_0=2ikdn_a\frac{(n_f-n_s)(n_f+n_s)}{(n_a+n_s)^2}=2ikdn_a\frac{\varepsilon_f-\varepsilon_s}{(n_a+n_s)^2}.$$

Division by $r_0=(n_a-n_s)/(n_a+n_s)$ turns the denominator into $(n_a+n_s)(n_a-n_s)=\varepsilon_a-\varepsilon_s$. This is the earlier linear term.

**Q:** Something still troubles me. The formula contains $\varepsilon_f-\varepsilon_s$. If the film is made of the ambient material it is no film at all, yet this difference is not zero.

**A:** In that case the fraction equals one, whose imaginary part is zero. In general we can write

$$\frac{\varepsilon_f-\varepsilon_s}{\varepsilon_a-\varepsilon_s}=1+\frac{\varepsilon_f-\varepsilon_a}{\varepsilon_a-\varepsilon_s}.$$

The one has a simple origin. I compared $r$ at the top of the film with $r_0$ at the top of the bare substrate, and these planes are a distance $d$ apart. Referred to the upper plane, the bare amplitude is $r_0e^{2ikn_ad}$. Dividing by that amplitude instead subtracts $2ikn_ad$ from the logarithm, which removes the one. Since $n_a$ is real, the shift alters a phase and no intensity.

**Q:** Then show me the transparent film.

**A:** For real $\varepsilon_f$ the difference $\varepsilon_f-\varepsilon_a$ is real and comes out of the imaginary part. What remains is

$$\operatorname{Im}\frac1{\varepsilon_a-\varepsilon_s}=\operatorname{Im}\frac{\varepsilon_a-\varepsilon_s'+i\varepsilon_s''}{|\varepsilon_a-\varepsilon_s|^2}=\frac{\varepsilon_s''}{|\varepsilon_a-\varepsilon_s|^2}.$$

Hence, for a transparent film,

$$\frac{\Delta R}{R_0}=-\frac{8\pi n_ad}{\lambda}\,\frac{(\varepsilon_f-\varepsilon_a)\,\varepsilon_s''}{|\varepsilon_a-\varepsilon_s|^2}+O(d^2).$$

The film needs no absorption of its own. The linear term requires $\varepsilon_s''\neq0$ and $\varepsilon_f\neq\varepsilon_a$. If $\varepsilon_s''>0$ and $\varepsilon_f>\varepsilon_a$, a sufficiently thin film lowers the reflectance.

**Q:** So the bare claim that a transparent film acts linearly is too broad.

**A:** Yes. It needs the absorbing substrate. With $\varepsilon_s''=0$ the coefficient vanishes and your first objection holds.

**Q:** Does a more strongly absorbing substrate then give a larger signal?

**A:** Only up to a point. Hold $\varepsilon_a$, $\varepsilon_f$, $\lambda$ and $\varepsilon_s'$ fixed, and write $a=|\varepsilon_a-\varepsilon_s'|$ with $a>0$. The substrate enters through $g=\varepsilon_s''/(a^2+\varepsilon_s''^2)$. Its derivative with respect to $\varepsilon_s''$ is

$$\frac{a^2-\varepsilon_s''^2}{(a^2+\varepsilon_s''^2)^2}.$$

The signal thus grows until $\varepsilon_s''=a$, where $g=1/(2a)$, and falls beyond it. In the limit of very large $\varepsilon_s''$ the electric field at the surface is small, and the film has little field to act on.

**Q:** And if the film absorbs while the substrate does not? I would expect a loss of reflected light.

**A:** The result may be a gain. For real $\varepsilon_s$ the boxed formula becomes

$$\frac{\Delta R}{R_0}=\frac{8\pi n_ad}{\lambda}\,\frac{\varepsilon_f''}{\varepsilon_s-\varepsilon_a}+O(d^2),$$

where $\varepsilon_f''=\operatorname{Im}\varepsilon_f$. If $\varepsilon_s>\varepsilon_a$, this is positive. The admittance shows why: the term $-ikd\cdot i\varepsilon_f''=kd\varepsilon_f''$ is real and adds to $n_s$, which increases the mismatch with $n_a$. The absorbed power is then taken from the transmitted light, which falls by more than the reflected light rises.

## Second half: cause, range and a silicon wafer

The symbols carried over are the real ambient index $n_a$, the film thickness $d$, the wavenumber $k=2\pi/\lambda$, and the permittivities $\varepsilon_a$, $\varepsilon_f$, $\varepsilon_s$ of ambient, film and substrate, with $\varepsilon_s=n_s^2$. The time factor is $e^{-i\omega t}$, and $\varepsilon_s''=\operatorname{Im}\varepsilon_s\ge0$. The bare amplitude is $r_0=(n_a-n_s)/(n_a+n_s)$, with $R_0=|r_0|^2$. The first half gave

$$\ln\frac r{r_0}=2ikdn_a\frac{\varepsilon_f-\varepsilon_s}{\varepsilon_a-\varepsilon_s}
+2k^2d^2n_an_s\frac{(\varepsilon_f-\varepsilon_s)(\varepsilon_f-\varepsilon_a)}{(\varepsilon_a-\varepsilon_s)^2}+O(d^3),$$

and $\ln(R/R_0)$ is twice its real part. In the linear term $\varepsilon_f-\varepsilon_s$ may be replaced by $\varepsilon_f-\varepsilon_a$ without changing $R$.

**Q:** The algebra convinces me, but I still lack a cause. How can a film that absorbs nothing remove light in proportion to its thickness?

**A:** Treat it as a thin sheet of extra polarization. Relative to the ambient it replaces, the film adds the term $ik(\varepsilon_f-\varepsilon_a)E$ to $H'$. Integrated over $d$, this is a jump in $H$ of $ikd(\varepsilon_f-\varepsilon_a)E_0$. To first order the field at the sheet is that of the bare surface, $E_0=1+r_0$.

Let the sheet emit a wave of amplitude $s$ both upwards and downwards. The magnetic fields are $n_as$ below and $-n_as$ above, so the jump is $2n_as$. Hence

$$s=\frac{ikd}{2n_a}(\varepsilon_f-\varepsilon_a)(1+r_0).$$

The downward wave is reflected by the substrate, and the total upward wave is $s(1+r_0)$. The reflected amplitude, referred to the substrate surface, therefore changes by

$$\delta r=\frac{ikd}{2n_a}(\varepsilon_f-\varepsilon_a)(1+r_0)^2 .$$

**Q:** Does that agree with the first half?

**A:** It does. From $1+r_0=2n_a/(n_a+n_s)$ we get $(1+r_0)^2=4n_a^2/(n_a+n_s)^2$. Division by $r_0$ gives

$$\frac{(1+r_0)^2}{r_0}=\frac{4n_a^2}{(n_a+n_s)(n_a-n_s)}=\frac{4n_a^2}{\varepsilon_a-\varepsilon_s}.$$

Thus $\delta r/r_0=2ikdn_a(\varepsilon_f-\varepsilon_a)/(\varepsilon_a-\varepsilon_s)$, which is the linear term for a fixed reference plane.

**Q:** Where does the phase of the reflection enter?

This part has derived the linear law for the reflectance change, shown that a transparent film obeys it only on an absorbing substrate, and traced the linear term to a small wave emitted by the film. What remains is the role of the reflection phase, the fate of the missing light, the range of the linear law and its test on a silicon wafer.
